Choosing strip width and edges when simulating C54 grain growth

**Definitions and conventions**

A thin film of titanium disilicide in its C49 phase transforms into the C54 phase. The film is cut into long strips of width w and treated as two-dimensional. Nuclei of C54 appear at random points of the untransformed area at a constant rate I per unit area and time. Each grows as a disk at constant speed v and stops where it meets a strip edge or another grain. Time t starts when nucleation starts, and X(t) is the transformed area fraction. Two lengths recur:

R = vt, the reach of the oldest possible grain
ℓ = (v/I)^(1/3), the natural length

The Avrami form is X = 1 − exp(−Ktⁿ). At 10% and 90% transformed it gives K t10ⁿ = −ln 0.9 and K t90ⁿ = −ln 0.1. Dividing and taking logarithms,

n = Λ/ln(t90/t10), Λ = ln[ln(0.1)/ln(0.9)] = 3.084.

This defines the measured exponent even when X does not follow the Avrami form. The local slope, d ln[−ln(1−X)]/d ln t, is a different quantity and may vary during the transformation.

The setting discussed here is the transverse boundary of the simulated cell: periodic or closed, and how wide. Some electronic-structure programs offer a similar choice for their cells; here it acts on grains, and no electronic structure is computed. A closed boundary represents a patterned strip, a periodic one a blanket film.

**What the simulation does**

1. Take a strip of length L, periodic along its length, with L > 2v t_max.
2. Draw a Poisson number of nuclei with mean I w L t_max, uniform in position r_i and birth time t_i, ignoring whether the place has already transformed.
3. Give each random probe point p the transformation time

T(p) = min over i of T_i(p), T_i(p) = t_i + |p − r_i|/v.

4. Read t10 and t90 as quantiles of T, and form n.

Nuclei born after t_max cannot affect times earlier than t_max, so t_max need only lie safely beyond t90. The example uses t_max = 2.2(ℓ/v)[1 + √(ℓ/w)].

Step 3 must respect impingement. Suppose grain i gives the minimum at p, but some grain j reaches a point q on the straight path from r_i to p earlier. The triangle inequality then gives

T_j(p) ≤ T_j(q) + |p − q|/v < T_i(q) + |p − q|/v = T_i(p),

a contradiction. The winner therefore owns its whole path, which lies inside the strip because a strip is convex.

Nuclei drawn in transformed material are harmless for the same reason. If j reached r_i before t_i, then T_j(p) ≤ T_j(r_i) + |p − r_i|/v < T_i(p) at every p, so i never wins. As written, with travel time |p − r_i|/v, both arguments assume one common, constant speed and a convex domain. If the common speed varies in time, or the line is bent, the travel times must be computed to match, along the shortest path inside the line; the triangle inequality then still applies. Speeds that differ between grains break the arguments.

**The integral solution**

A point at distance y from one edge is untransformed at t if no drawn nucleus has reached it. A nucleus at distance s can have done so if it was born before t − s/v, a time window of length (R − s)/v. The expected number of such nuclei is

E(y,t) = (I/v) ∫ (R − s) d²r, over the part of the strip with s < R.

The number is Poisson distributed, so the chance of none is exp(−E), and

1 − X(t) = (1/w) ∫₀^w exp[−E(y,t)] dy.

Integrate first along the strip at transverse offset u, with c = √(R² − u²). Since

∫₀^c √(x² + u²) dx = ½[cR + u² arcosh(R/u)],

the line integral is

g(u) = 2Rc − cR − u² arcosh(R/u) = Rc − u² arcosh(R/u).

Next define G(a) = ∫₀^a g(u) du for a ≤ R. The first part is

R ∫₀^a √(R² − u²) du = (R/2)[a√(R² − a²) + R² arcsin(a/R)].

The second is integrated by parts, using d arcosh(R/u)/du = −R/[u√(R² − u²)]:

∫₀^a u² arcosh(R/u) du = (a³/3) arcosh(R/a) + (R/3) ∫₀^a u²/√(R² − u²) du,

where the last integral is ½[R² arcsin(a/R) − a√(R² − a²)]. Subtracting the second part from the first,

G(a) = (2/3)Ra√(R² − a²) + (R³/3) arcsin(a/R) − (a³/3) arcosh(R/a).

The two sides of the point add:

E = (1/ℓ³)[G(min(y,R)) + G(min(w − y,R))].

G scales as the cube of a length. With lengths measured in ℓ and times in ℓ/v, the only remaining parameter is w/ℓ, so n depends on w/ℓ alone.

**Blanket film: exponent three**

Far from edges both arguments equal R, and G(R) = πR³/6. Hence

E = πR³/(3ℓ³) = πIv²t³/3,

and n = 3: two powers of time come from the area of a disk, one from continuing nucleation. The density of nuclei that really form is the rate times the untransformed fraction, integrated over time. With ∫₀^∞ exp(−bt³) dt = Γ(4/3) b^(−1/3),

N = I ∫₀^∞ exp(−πIv²t³/3) dt = Γ(4/3)(3/π)^(1/3)(I/v)^(2/3).

The nucleus spacing N^(−1/2) is 1.07ℓ.

**Every strip starts at three**

While R ≤ w, the strip average of E is

⟨E⟩ = (2/(wℓ³)) [∫₀^R G(a) da + (w − R)G(R)].

Exchanging the order of integration, ∫₀^R G da = ∫₀^R (R − u)g du = R G(R) − M, with M = ∫₀^R u g du. The first part of M is R ∫₀^R u√(R² − u²) du = R⁴/3. The part to be subtracted is, by parts with vanishing boundary terms,

∫₀^R u³ arcosh(R/u) du = (R/4) ∫₀^R u³/√(R² − u²) du = (R/4)(2R³/3) = R⁴/6.

So M = R⁴/6, and

⟨E⟩ = (2/(wℓ³))(πwR³/6 − R⁴/6) = (πR³/(3ℓ³))[1 − R/(πw)].

While E is small, −ln(1−X) ≈ ⟨E⟩. With q = R/(πw), the local slope is then 3 − q/(1 − q). In this two-dimensional model it starts at three in any strip, because at early times even the oldest grains reach much less than w, so few grains have met an edge. The statement that narrow strips have exponent two therefore refers to the measured window, not to all times.

**Narrow strip: exponent two**

For a ≪ R, use √(R² − a²) ≈ R − a²/(2R), arcsin(a/R) ≈ a/R + a³/(6R³) and arcosh(R/a) ≈ ln(2R/a):

G(a) ≈ (2/3)R²a − a³/3 + R²a/3 + a³/18 − (a³/3) ln(2R/a)
= R²a − (a³/3)[ln(2R/a) + 5/6].

The leading term gives E = wR²/ℓ³ = Iwvt², hence n = 2. A grain that spans the strip grows only lengthwise, so one power of time is lost.

The correction shows how narrow is narrow enough. Its strip average follows from ∫₀^w a³ ln(2R/a) da = (w⁴/4)[ln(2R/w) + 1/4]:

(2/w) ∫₀^w (a³/3)[ln(2R/a) + 5/6] da = (w³/6)[ln(2R/w) + 13/12].

Thus ⟨E⟩ = (wR²/ℓ³)(1 − δ), with

δ = (w²/(6R²))[ln(2R/w) + 13/12].

The variation of E across the strip enters −ln(1−X) at second order in the correction and is dropped. At a fixed level S = −ln(1−X), taking logarithms gives 2 ln R = ln(Sℓ³/w) + δ. Subtracting the 10% equation from the 90% equation, 2 ln(t90/t10) = Λ + δ90 − δ10, so

n ≈ 2[1 + (δ10 − δ90)/Λ].

To leading order R² = Sℓ³/w, so w²/R² = (w/ℓ)³/S. The excess over two falls as the cube of the width, times a logarithm that grows as the strip narrows. The logarithm matters in practice: between w = ℓ/4 and ℓ/8 the excess falls roughly as the power 2.5 of the width.

The mean grain length along the strip is 1/(N_s w), where N_s = I ∫₀^∞ exp(−Iwvt²) dt = (I/2)√(π/(Iwv)). It equals (2/√π)√(v/(Iw)) and grows as the strip narrows.

**Wide strip: a slow return to three**

In a wide strip the two edge zones lag. Let S = πR³/(3ℓ³) be the blanket value and D(y) = [G(R) − G(y)]/ℓ³ the deficit at distance y < R from an edge. To first order in 1/w,

−ln(1−X) ≈ S − (2/w)b, b = ∫₀^R (e^D − 1) dy.

At a fixed level, 3 ln t is therefore raised by 2b/(wS), and

3 − n ≈ (6/(Λw))[(b/S)90 − (b/S)10].

With y = Rz the deficit is D = S h(z), where h ≥ 0 is a fixed function. Then b/S = R ∫₀¹ (e^(Sh) − 1)/S dz. Both R and the integrand increase with time, so the bracket is positive and n lies below three. Evaluating the full integral solution at w = 50ℓ and 100ℓ gives

3 − n ≈ 0.45 ℓ/w.

The two approaches differ greatly: the exponent reaches two as the cube of the width, apart from the logarithm, but returns to three as an inverse width.

**Worked example**

Take v = 20 nm/s and I = 2.5 × 10⁻⁹ nm⁻² s⁻¹. Then ℓ³ = 20/(2.5 × 10⁻⁹) = 8 × 10⁹ nm³, so ℓ = 2000 nm and ℓ/v = 100 s. The nucleus spacing is 2133 nm. Each simulated value comes from 40 independent cells with 1500 probe points each; its standard error is found by leaving out one cell at a time.

w (nm): n integral; n simulated
blanket: 3.000; 2.991 ± 0.017
16000: 2.945; 2.961 ± 0.020
8000: 2.893; 2.889 ± 0.019
4000: 2.803; 2.841 ± 0.020
2000: 2.566; 2.582 ± 0.033
1000: 2.196; 2.218 ± 0.019
500: 2.040; 2.081 ± 0.019
250: 2.007; 2.009 ± 0.019

The largest disagreement, at 500 nm, is 2.2 standard errors. For eight independent comparisons with normal errors, one that large is expected about one time in five.

The exponent passes 2.5 at w = 1782 nm, or 0.84 nucleus spacings, so the crossover does sit near the spacing. It is broad on the wide side: at 7.5 spacings n is still 0.055 below three, close to the estimate 0.45/8 = 0.056.

At 250 nm, w/ℓ = 0.125 and (w/ℓ)³ = 0.00195. The narrow formula gives n − 2 = 0.0071, as does the integral. The half-time follows from Iwvt² = ln 2:

t50 = √[0.693/(2.5 × 10⁻⁹ × 250 × 20)] = 235.5 s,

against 235.7 s from the integral and 87.1 s for the blanket. The mean grain is about 6400 nm long, some 25 strip widths.

The 500 nm strip shows the changing slope. At R = 50 nm, q = 0.1/π = 0.032 and the slope is 2.967. At 10%, 50% and 90% transformed it is 2.11, 2.02 and 2.01.

**Guidance for the setting**

For a blanket film, use a periodic cell in both directions, with each side longer than 2v t_max. Closed edges bias n downwards. With two opposite edges closed, keeping the bias below 0.05 needs w > 0.45ℓ/0.05 = 9ℓ; a square cell closed on all four sides has about twice the bias and needs about 18ℓ. Periodicity removes edges but not finite width: once R ≫ w, the distinct area within reach is again about 2Rw, and a narrow periodic cell also drifts to exponent two.

For a patterned strip much longer than its mean grain, use closed edges and the true width. In shorter lines the ends matter too, and the true length with closed ends is needed: for the summed signal of many lines 250 nm wide, the narrow-limit exponent is 1.89 at a length of 20000 nm and 1.58 at 6400 nm. The one-dimensional formula Iwvt² may replace the simulation when w is below about a quarter of the nucleus spacing, if an error of 0.05 in n is acceptable.

Set the nucleation mode with equal care. If all nuclei exist at the start with density N, then E = πNR² in the blanket and about 2NwR in a narrow strip, so the exponents are two and one. Simulation with N equal to the blanket density above gives 2.013 ± 0.010 for the blanket and 1.003 ± 0.004 at 250 nm. A measured exponent of two thus fits either constant-rate nucleation in narrow strips or early nucleation in a blanket film; it does not identify the geometry by itself.

**Beside real titanium silicide**

Narrow titanium silicide lines are known to convert to C54 with more difficulty than wide areas. The model gives a delay of this kind, with t90 rising from 130 s to 429 s between blanket and 250 nm, but this does not establish that geometry is the main cause in real lines. The rates are round inputs for an anneal near 973 K, not measured constants; real ones depend strongly on temperature and on how the film was made. The following shifts use rough inputs: activation energies of 5 eV for nucleation and 4 eV for growth, and a C49 grain size of 150 nm.

- Temperature. A uniform rise of 3 K shortens t50 by about 15%. If separate regions differ in temperature with a standard deviation of 3 K, the exponent of their summed signal falls to 2.78 for the blanket and 1.93 at 250 nm. A value below two can thus arise without any change of growth geometry.
- Time origin. If nucleation starts 5 s after the clock does, the apparent exponents rise to 3.20 and 2.06.
- Nucleation sites. C54 is taken to nucleate at C49 triple junctions, two per C49 grain. If no site were overgrown before it nucleated, 0.4% of them would be used by t90 in the blanket and 1.2% in the 250 nm strip. These figures, printed by the program as sites used, are upper bounds on the share really used. The matching fall in the nucleation rate lowers the narrow-limit exponent by 0.002. This small shift assumes that every junction can nucleate, which is not established here. If only 1% of them can, at the same initial rate I, depletion lowers n to 2.94 in the blanket and to 1.79 in the narrow limit at 250 nm, a larger shift in the narrow line than the temperature spread or the delay produces. A strip less than two C49 grains wide may have fewer junctions per area. Halving I at 250 nm leaves n at 2.004 but lengthens t50 to 333 s, a factor √2.
- Thickness. For nuclei spread through a 50 nm film, the expected number able to reach a point in the blanket at t10, where R = 930 nm, falls by 0.14%. Thickness matters more at earlier times: at R = 50 nm the local slope in the blanket would be about 3.6 instead of three, so the early slopes given above belong to the two-dimensional model.

For these inputs, temperature spread and time origin disturb the exponent most, by about 0.2 in the blanket. That is comparable with the whole fall from blanket to a 4000 nm strip, and it displaces the apparent crossover: the width at which n passes 2.5 moves from 1782 nm to about 1420 nm with the 5 s delay, or to about 2390 nm with the 3 K spread. X is also an area fraction, and obtaining it from sheet resistance needs a further model of conduction through the mixed film. The numerical output below lists the remaining times and convergence figures.

Computed results

```
growth speed 20.0 nm/s, nucleation rate 2.50e-09 /(nm^2 s)
natural length 2000 nm, natural time 100 s
blanket nucleus spacing, formula 2133 nm
width nm | width/spacing | n integral | n simulated +- error | t10 t50 t90 s
    inf |    inf | 3.000 | 2.991 +- 0.017 | 46.5 87.1 130.0
  16000 |  7.502 | 2.945 | 2.961 +- 0.020 | 46.8 88.3 133.4
   8000 |  3.751 | 2.893 | 2.889 +- 0.019 | 47.1 89.5 136.8
   4000 |  1.875 | 2.803 | 2.841 +- 0.020 | 47.8 92.2 143.6
   2000 |  0.938 | 2.566 | 2.582 +- 0.033 | 49.3 99.1 163.9
   1000 |  0.469 | 2.196 | 2.218 +- 0.019 | 53.4 122.4 217.7
    500 |  0.234 | 2.040 | 2.081 +- 0.019 | 67.1 167.7 304.2
    250 |  0.117 | 2.007 | 2.009 +- 0.019 | 92.3 235.7 429.4
strips per width 40, probe points per strip 1500
largest gap of simulated and integral X 0.0214
largest gap in n, in standard errors 2.19
phantom share of drawn nuclei, 1000 nm strip 0.75
blanket nucleus spacing, simulated 2112 nm
width where n = 2.5: 1782 nm = 0.84 spacings
n at width = spacing: 2.600
largest shift of n, 200 to 400 nodes: 1.0e-08
n - 2 at 250 nm: integral 0.00706, narrow formula 0.00707
(3 - n) width/ELL at 50 and 100 ELL: 0.446 0.447
t50 at 250 nm, narrow formula 235.5 s
grain length at 250 nm: formula 6383, integral 6375, simulated 6311 nm
500 nm strip, local slope at reach 50 nm: 2.967
500 nm strip, local slope at X = 0.1 0.5 0.9: 2.111 2.024 2.009
all nuclei at start, width inf nm: n = 2.013 +- 0.010
all nuclei at start, width 250 nm: n = 1.003 +- 0.004
inputs: 973 K, spread 3 K, energies 5.0 (nucl.) 4.0 (growth) eV
inputs: delay 5 s, C49 grain 150 nm, thickness 50 nm
width inf nm: n with temperature spread 2.781, with delay 3.200
  t50 change for +3 K -14.7 %, sites used by t90 0.37 %
width 250 nm: n with temperature spread 1.932, with delay 2.062
  t50 change for +3 K -15.2 %, sites used by t90 1.20 %
narrow limit, 250 nm, n with site depletion 1.9979
250 nm, nucleation rate halved: n 2.0039, t50 333.2 s
blanket at t10: reach 930 nm, thickness lowers expected nuclei by 0.141 %
```
